# Lattice Green function of the seven-point Laplacian: origin value and cubic anisotropy: a program that tests the result

```python
"""Lattice Green function of the seven-point Laplacian on a cubic grid.

Result under test: -Laplacian_h G = delta/h^3 has G = g(n)/h, where
  g(0) = 0.252731 (half of Watson's simple-cubic integral), and at large r
  G = 1/(4 pi r) + h^2 (5 S - 3)/(32 pi r^3) + O(h^4/r^5).
Symbols: h = grid spacing, n = integer site vector, r = h |n|,
  S = (x^4 + y^4 + z^4)/r^4, g = dimensionless Green function.
The potential of a charge q is 4 pi q G (Hartree atomic units).
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.fft import dstn, idstn
from scipy.special import gamma, ive

PI = np.pi


def scaled_bessel(order, z):
    """exp(-z) I_order(z), with the large-argument series for z > 2e4."""
    z_split = 2.0e4
    z_large = np.maximum(z, z_split)
    term = np.ones_like(z)
    series = np.ones_like(z)
    for m in range(1, 11):
        term = -term * (4 * order**2 - (2 * m - 1)**2) / (8 * m * z_large)
        series = series + term
    large = series / np.sqrt(2 * PI * z_large)
    return np.where(z > z_split, large, ive(order, np.minimum(z, z_split)))


# Green function from the time integral of three scaled Bessel functions.
# Times 0..1 are sampled directly, times 1..infinity through t = 1/w^2.
nodes, weights = np.polynomial.legendre.leggauss(400)
unit_nodes, unit_weights = (nodes + 1) / 2, weights / 2
times = np.concatenate([unit_nodes, unit_nodes**-2])
time_weights = np.concatenate([unit_weights,
                               2 * unit_weights / unit_nodes**3])
n_max = 40
bessel = np.array([scaled_bessel(n, 2 * times) for n in range(n_max + 1)])
pairs = (bessel[:, None, :] * bessel[None, :, :]).reshape(-1, times.size)
g = (pairs @ (bessel * time_weights).T).reshape((n_max + 1,) * 3)
g0 = g[0, 0, 0]


# Independent road: Brillouin-zone integral, one angle done by residues,
# the other two with k_y = u k_x, which removes the singularity.
def zone_integral(n_z):
    x, wx = np.polynomial.legendre.leggauss(80)
    kx = (PI * (x + 1) / 2)[:, None]
    u = ((x + 1) / 2)[None, :]
    # a - 2 written with sines to avoid cancellation at small k
    a_minus_2 = 4 * np.sin(kx / 2)**2 + 4 * np.sin(u * kx / 2)**2
    root = np.sqrt(a_minus_2 * (a_minus_2 + 4))
    decay = (a_minus_2 + 2 - root) / 2
    weight = (PI * wx / 2)[:, None] * (wx / 2)[None, :]
    return 2 / PI**2 * np.sum(weight * kx * decay**n_z / root)


g0_zone = zone_integral(0)
watson_closed = (np.sqrt(6) / (96 * PI**3) * gamma(1 / 24) * gamma(5 / 24)
                 * gamma(7 / 24) * gamma(11 / 24))
assert abs(g0 - g0_zone) < 1e-10
assert abs(g[0, 0, 3] - zone_integral(3)) < 1e-10
assert abs(g0 - watson_closed / 2) < 1e-10
assert abs(g0 - 0.252731) < 5e-7
assert abs(g[1, 0, 0] - (g0 - 1 / 6)) < 1e-10

# Asymptotic terms from symbolic differentiation
X = sp.symbols("x y z", real=True)
r2 = sum(c**2 for c in X)
r_sym = sp.sqrt(r2)


def sum_derivatives(f, order):
    return sum(sp.diff(f, c, order) for c in X)


lead_symbolic = sp.lambdify(X, -sum_derivatives(r_sym, 4) / (96 * sp.pi),
                            "numpy")
next_symbolic = sp.lambdify(
    X, sum_derivatives(sum_derivatives(r2**sp.Rational(3, 2), 4), 4)
    / (13824 * sp.pi) - sum_derivatives(r_sym, 6) / (2880 * sp.pi), "numpy")


def length(site):
    return np.sqrt(sum(float(c)**2 for c in site))


def anisotropy(site):
    return sum(float(c)**4 for c in site) / length(site)**4


def monopole(site):
    return 1 / (4 * PI * length(site))


def correction(site):
    return (5 * anisotropy(site) - 3) / (32 * PI * length(site)**3)


for site in [(1.3, 0.4, 2.1), (3.0, 0.0, 0.0), (1.0, 2.0, 2.0)]:
    assert abs(lead_symbolic(*site) - correction(site)) < 1e-12
cubic_polynomial = 5 * sum(c**4 for c in X) - 3 * r2**2
assert sp.expand(sum_derivatives(cubic_polynomial, 2)) == 0
assert abs(next_symbolic(1.0, 0.0, 0.0) - 23 / (128 * PI)) < 1e-12

# The lattice values must follow the expansion in three directions
direction_rows = []
for site in [(30, 0, 0), (20, 20, 0), (17, 17, 17)]:
    r = length(site)
    measured_lead = (g[site] - monopole(site)) * r**3
    measured_next = (g[site] - monopole(site) - correction(site)) * r**5
    predicted_next = next_symbolic(*map(float, site)) * r**5
    # tolerances cover the following terms of the series at r near 30
    assert abs(measured_lead - correction(site) * r**3) < 5e-4
    assert abs(measured_next - predicted_next) < 2e-3
    direction_rows.append((site, measured_lead, correction(site) * r**3,
                           measured_next, predicted_next))
remainder = {n: g[n, 0, 0] - monopole((n, 0, 0)) - correction((n, 0, 0))
             for n in (15, 30)}
remainder_ratio = remainder[15] / remainder[30]
assert 28 < remainder_ratio < 37

# Finite cube solved by sine transforms with prescribed boundary values
half = 16
offsets = np.abs(np.arange(-half, half + 1))
ix, iy, iz = np.meshgrid(offsets, offsets, offsets, indexing="ij")
exact_box = g[ix, iy, iz]
on_boundary = np.maximum(np.maximum(ix, iy), iz) == half
radius = np.sqrt(ix**2.0 + iy**2.0 + iz**2.0)
radius[half, half, half] = 1.0  # placeholder: the origin is not a boundary
s_box = (ix**4.0 + iy**4.0 + iz**4.0) / radius**4
mono_box = 1 / (4 * PI * radius)
corrected_box = mono_box + (5 * s_box - 3) / (32 * PI * radius**3)
mode = 2 - 2 * np.cos(PI * np.arange(1, 2 * half) / (2 * half))
eigenvalues = (mode[:, None, None] + mode[None, :, None]
               + mode[None, None, :])
inner = slice(1, -1)


def solve_box(boundary_values):
    b = np.where(on_boundary, boundary_values, 0.0)
    rhs = (b[2:, inner, inner] + b[:-2, inner, inner]
           + b[inner, 2:, inner] + b[inner, :-2, inner]
           + b[inner, inner, 2:] + b[inner, inner, :-2])
    rhs[half - 1, half - 1, half - 1] += 1.0
    return idstn(dstn(rhs, type=1) / eigenvalues, type=1)


exact_inner = exact_box[inner, inner, inner]
assert np.max(np.abs(solve_box(exact_box) - exact_inner)) < 1e-11
box_rows = []
for name, values in [("zero", np.zeros_like(exact_box)),
                     ("monopole", mono_box), ("corrected", corrected_box)]:
    error = solve_box(values) - exact_inner
    boundary_error = np.max(np.abs((values - exact_box)[on_boundary]))
    largest = np.max(np.abs(error))
    assert largest <= boundary_error + 1e-12
    box_rows.append((name, error[half - 1, half - 1, half - 1], largest,
                     boundary_error))
assert box_rows[1][2] < 0.1 * box_rows[0][2]
assert box_rows[2][2] < 0.1 * box_rows[1][2]

# Worked example: unit charge, four sites at one and the same distance
h = 0.30
to_hartree = 4 * PI / h
hartree_ev = physical_constants["Hartree energy in eV"][0]
shell = [(9, 0, 0), (8, 4, 1), (7, 4, 4), (6, 6, 3)]
shell_rows = []
axis_shift = correction(shell[0]) * to_hartree
for site in shell:
    assert sum(c * c for c in site) == 81
    shift = (g[site] - monopole(site)) * to_hartree
    predicted = correction(site) * to_hartree
    assert abs(shift - predicted) < 0.2 * axis_shift
    shell_rows.append((site, anisotropy(site), g[site] * to_hartree,
                       shift, predicted))

print("ORIGIN (dimensionless g = h G)")
print(f"g(0), time integral            = {g0:.10f}")
print(f"g(0), Brillouin-zone integral  = {g0_zone:.10f}")
print(f"Watson integral W, closed form = {watson_closed:.10f}")
print(f"W/2                            = {watson_closed / 2:.10f}")
print(f"g(1,0,0)                       = {g[1, 0, 0]:.10f}")
print("AXIS: n, g, 1/(4 pi n), with correction (dimensionless)")
for n in (1, 2, 3, 5, 10, 20):
    m = monopole((n, 0, 0))
    print(f"{n:3d} {g[n, 0, 0]:.9f} {m:.9f} {m + correction((n, 0, 0)):.9f}")
print("DIRECTIONS: site, n^3*(g-monopole), predicted (dimensionless)")
for row in direction_rows:
    print(f"{row[0]} {row[1]:.6f} {row[2]:.6f}")
print("REMAINDER: site, n^5*(g-two terms), predicted (dimensionless)")
for row in direction_rows:
    print(f"{row[0]} {row[3]:.5f} {row[4]:.5f}")
print(f"axis remainder ratio, n=15 to n=30 = {remainder_ratio:.2f}")
print("UNIT CHARGE ON THE GRID")
print(f"spacing h                  = {h:.2f} bohr")
print(f"on-site potential          = {g0 * to_hartree:.5f} hartree/e")
print(f"same, converted            = {g0 * to_hartree * hartree_ev:.3f} V")
print(f"common distance 9h         = {9 * h:.2f} bohr")
print(f"continuum potential there  = {1 / (9 * h):.7f} hartree/e")
print("site, S, grid potential (hartree/e),")
print("  shift from continuum and predicted shift (1e-3 hartree/e)")
for site, s, potential, shift, predicted in shell_rows:
    print(f"{site} {s:.4f} {potential:.7f} "
          f"{1e3 * shift:.4f} {1e3 * predicted:.4f}")
print(f"BOX half-width = {half} h = {half * h:.2f} bohr")
print("boundary values, error at charge, largest error inside,")
print("  largest error on boundary (all hartree/e)")
for name, center, largest, boundary_error in box_rows:
    print(f"{name:9s} {center * to_hartree:.3e} "
          f"{largest * to_hartree:.3e} {boundary_error * to_hartree:.3e}")
print("all good")
```

It prints:

```
ORIGIN (dimensionless g = h G)
g(0), time integral            = 0.2527310099
g(0), Brillouin-zone integral  = 0.2527310099
Watson integral W, closed form = 0.5054620197
W/2                            = 0.2527310099
g(1,0,0)                       = 0.0860643432
AXIS: n, g, 1/(4 pi n), with correction (dimensionless)
  1 0.086064343 0.079577472 0.099471839
  2 0.042889315 0.039788736 0.042275532
  3 0.027545130 0.026525824 0.027262652
  5 0.016101075 0.015915494 0.016074649
 10 0.007978262 0.007957747 0.007977642
 20 0.003981379 0.003978874 0.003981360
DIRECTIONS: site, n^3*(g-monopole), predicted (dimensionless)
(30, 0, 0) 0.019958 0.019894
(20, 20, 0) -0.004939 -0.004974
(17, 17, 17) -0.013270 -0.013263
REMAINDER: site, n^5*(g-two terms), predicted (dimensionless)
(30, 0, 0) 0.05765 0.05720
(20, 20, 0) 0.02786 0.02782
(17, 17, 17) -0.00649 -0.00663
axis remainder ratio, n=15 to n=30 = 32.81
UNIT CHARGE ON THE GRID
spacing h                  = 0.30 bohr
on-site potential          = 10.58637 hartree/e
same, converted            = 288.070 V
common distance 9h         = 2.70 bohr
continuum potential there  = 0.3703704 hartree/e
site, S, grid potential (hartree/e),
  shift from continuum and predicted shift (1e-3 hartree/e)
(9, 0, 0) 1.0000 0.3715585 1.1881 1.1431
(8, 4, 1) 0.6635 0.3705471 0.1767 0.1814
(7, 4, 4) 0.4440 0.3699108 -0.4595 -0.4459
(6, 6, 3) 0.4074 0.3698193 -0.5511 -0.5504
BOX half-width = 16 h = 4.80 bohr
boundary values, error at charge, largest error inside,
  largest error on boundary (all hartree/e)
zero      -1.822e-01 2.021e-01 2.085e-01
monopole  -3.928e-05 1.565e-04 2.058e-04
corrected -1.022e-07 1.481e-06 2.351e-06
all good
```
